\section*{Finding the Second Activity Coefficient of a Binary Alloy by Gibbs–Duhem Integration}

\section{The problem}

Two metals A and B form a single liquid solution at fixed temperature $T$ and pressure $P$. Their mole fractions satisfy $x_A+x_B=1$. The activity of component $i$ is $a_i=\gamma_i x_i$, and the reference state of each component is its own pure liquid, so that $\gamma_i\to1$ as $x_i\to1$. Measurements on component A are described over the whole composition range by
\begin{equation}
\ln\gamma_A=a\,x_B^2+b\,x_B^3 ,
\label{eq:given}
\end{equation}
where $a$ and $b$ do not depend on composition. Find $\ln\gamma_B$ as a function of $x_A$.

\section{A tempting solution}

Nothing seems to distinguish A from B except their names, so one exchanges the labels in Eq.~\eqref{eq:given}:
\begin{equation}
\ln\gamma_B\overset{?}{=}a\,x_A^2+b\,x_A^3 .
\label{eq:swap}
\end{equation}
This guess has points in its favour. It vanishes at $x_A=0$, as the reference state of B requires. For $b=0$ it gives $\ln\gamma_B=a x_A^2$, which will turn out to be correct. It even passes an integral test of consistency, examined below. For $b\neq0$ it is nevertheless wrong.

\section{Where the fault lies}

The two activity coefficients are not independent, because both chemical potentials derive from one Gibbs energy. For amounts $n_A$ and $n_B$, at fixed $T$ and $P$,
\begin{equation}
dG=\mu_A\,dn_A+\mu_B\,dn_B .
\end{equation}
The Gibbs energy is also extensive: doubling both amounts doubles $G$. Hence $G=n_A\mu_A+n_B\mu_B$, whose differential is
\begin{equation}
dG=\mu_A\,dn_A+\mu_B\,dn_B+n_A\,d\mu_A+n_B\,d\mu_B .
\end{equation}
Subtracting the first expression from the second and dividing by $n_A+n_B$ gives the Gibbs--Duhem equation,
\begin{equation}
x_A\,d\mu_A+x_B\,d\mu_B=0 .
\end{equation}
Now insert $\mu_i=\mu_i^\circ+RT\ln x_i+RT\ln\gamma_i$. At fixed $T$ and $P$ the reference values $\mu_i^\circ$ are constant. The ideal terms contribute
\begin{equation}
RT\left(x_A\frac{dx_A}{x_A}+x_B\frac{dx_B}{x_B}\right)=RT\,(dx_A+dx_B)=0 ,
\end{equation}
because the mole fractions add to one. What remains is
\begin{equation}
x_A\,d\ln\gamma_A+x_B\,d\ln\gamma_B=0 .
\label{eq:gd}
\end{equation}

Test the guess against this condition. Since $dx_A/dx_B=-1$, Eqs.~\eqref{eq:given} and \eqref{eq:swap} give
\begin{align}
x_A\frac{d\ln\gamma_A}{dx_B}+x_B\frac{d\ln\gamma_B}{dx_B}
&=x_A(2a x_B+3b x_B^2)-x_B(2a x_A+3b x_A^2)\nonumber\\
&=3b\,x_Ax_B\,(x_B-x_A).
\label{eq:residual}
\end{align}
The terms in $a$ cancel; those in $b$ do not, except at isolated compositions. The fault is the assumption of symmetry. In a law that stops at third order, a cubic term makes A and B behave differently, and the law for B must then have different coefficients from the law for A. (An added quartic term $-\frac34 b\,x_B^4$ in $\ln\gamma_A$ would restore the symmetry, but the given law has none.)

\section{The right solution}

Solve Eq.~\eqref{eq:gd} for the unknown differential:
\begin{equation}
d\ln\gamma_B=-\frac{x_A}{x_B}\,d\ln\gamma_A .
\end{equation}
The given law supplies $d\ln\gamma_A=(2a x_B+3b x_B^2)\,dx_B$. One factor $x_B$ cancels the denominator:
\begin{equation}
d\ln\gamma_B=-x_A(2a+3b x_B)\,dx_B .
\end{equation}
Choose $x_A$ as the variable. The replacement $dx_B=-dx_A$ removes the minus sign, and $x_B=1-x_A$ gives
\begin{align}
\frac{d\ln\gamma_B}{dx_A}
&=x_A\left[2a+3b(1-x_A)\right]\nonumber\\
&=(2a+3b)\,x_A-3b\,x_A^2 .
\label{eq:slope}
\end{align}
This fixes the slope. The constant of integration comes from the reference state: $\ln\gamma_B=0$ in pure liquid B, where $x_A=0$. Integrating from there, with $t$ as the running value of $x_A$,
\begin{align}
\ln\gamma_B
&=\int_0^{x_A}\left[(2a+3b)\,t-3b\,t^2\right]dt\nonumber\\
&=(2a+3b)\frac{x_A^2}{2}-3b\,\frac{x_A^3}{3},
\end{align}
and therefore
\begin{equation}
\boxed{\;\ln\gamma_B=\left(a+\frac{3b}{2}\right)x_A^2-b\,x_A^3\;}
\label{eq:result}
\end{equation}
The cubic coefficient has changed sign, and the quadratic coefficient has gained $3b/2$. Both changes come from writing $x_B$ as $1-x_A$ in the slope.

\section{A second route through the excess Gibbs energy}

The same answer follows without integrating $d\ln\gamma_B$. Let $g=G^E/(RT)$ be the dimensionless excess Gibbs energy per mole of solution,
\begin{equation}
g=x_A\ln\gamma_A+x_B\ln\gamma_B .
\end{equation}
In its derivative with respect to $x_B$, the terms containing derivatives of the activity coefficients cancel by Eq.~\eqref{eq:gd}, so
\begin{equation}
g'=\ln\gamma_B-\ln\gamma_A .
\label{eq:gprime}
\end{equation}
It follows that $g-x_Bg'=(x_A+x_B)\ln\gamma_A=\ln\gamma_A$, and hence
\begin{equation}
\frac{d}{dx_B}\left(\frac{g}{x_B}\right)=\frac{x_Bg'-g}{x_B^2}=-\frac{\ln\gamma_A}{x_B^2}.
\end{equation}
Integrate from $x_B$ to 1, where $g=0$:
\begin{align}
g&=x_B\int_{x_B}^{1}(a+b x)\,dx
=x_B\left[a(1-x_B)+\frac b2(1-x_B^2)\right]\nonumber\\
&=x_Ax_B\left[a+\frac b2(1+x_B)\right].
\end{align}
To recover $\ln\gamma_B$, use Eq.~\eqref{eq:gprime} once more: $g+x_Ag'=(x_A+x_B)\ln\gamma_B=\ln\gamma_B$. In powers of $x_B$,
\begin{align}
g&=\left(a+\frac b2\right)x_B-a x_B^2-\frac b2x_B^3,\\
g'&=a+\frac b2-2a x_B-\frac{3b}{2}x_B^2 .
\end{align}
Collecting powers in $g+(1-x_B)g'$ gives
\begin{equation}
\ln\gamma_B=a+\frac b2-2a x_B+\left(a-\frac{3b}{2}\right)x_B^2+b x_B^3 .
\end{equation}
Expanding Eq.~\eqref{eq:result} with $x_A=1-x_B$ yields the same four coefficients.

\section{Why an area test misses the error}

Equation~\eqref{eq:gprime} also explains the partial success of the guess. Since $g$ vanishes for both pure components, integrating $g'$ over the full range gives
\begin{equation}
\int_0^1(\ln\gamma_A-\ln\gamma_B)\,dx_B=0 .
\end{equation}
The correct pair satisfies this condition:
\begin{equation}
\frac a3+\frac b4-\left[\frac13\left(a+\frac{3b}{2}\right)-\frac b4\right]=0 .
\end{equation}
The label-swapped pair satisfies it too, because the two integrals are mirror images: each equals $a/3+b/4$. The area condition is thus necessary but not sufficient. The Gibbs--Duhem equation must hold at each composition, and Eq.~\eqref{eq:residual} shows that the guess violates it.

\section{Dilute limits and the missing linear term}

For a trace of B in A, $x_A\to1$ and
\begin{equation}
\ln\gamma_B\to a+\frac{3b}{2}-b=a+\frac b2 .
\end{equation}
For a trace of A in B, Eq.~\eqref{eq:given} gives $\ln\gamma_A\to a+b$. The two limits differ when $b\neq0$: an A atom surrounded by B and a B atom surrounded by A have different excess chemical potentials. The guess would make them equal.

The dilute limit also shows why the given series starts at second order. Suppose that $\ln\gamma_A$ contained a term $k x_B$. Its contribution to the slope would be
\begin{equation}
\frac{d\ln\gamma_B}{dx_A}=k\,\frac{x_A}{1-x_A}=k\left(\frac1{1-x_A}-1\right),
\end{equation}
which integrates to $k(-\ln x_B-x_A)$. As $x_B\to0$ this diverges, and $\gamma_B$ would have no finite, nonzero dilute limit. Henry's law, in which the activity of a dilute solute is proportional to its mole fraction, would fail.

\section{Numbers for a model solder melt}

Take $T=520\ \mathrm K$, $a=0.6$, $b=0.4$ and $x_B=0.3$. These are round model values, not a fit to a particular alloy. The majority component is
\begin{equation}
\ln\gamma_A=0.6(0.3)^2+0.4(0.3)^3=0.0648,\qquad \gamma_A=1.07 .
\end{equation}
For B, $a+3b/2=1.20$, and with $x_A=0.7$
\begin{equation}
\ln\gamma_B=1.20(0.7)^2-0.4(0.7)^3=0.5880-0.1372=0.4508,
\end{equation}
so $\gamma_B=1.57$. A direct trapezoid sum of $-(x_A/x_B)\,d\ln\gamma_A$, from pure B to $x_B=0.3$ in 40\,000 steps, also gives 0.4508.

The activities are $a_A=0.747$ and $a_B=0.471$. Both exceed the mole fractions, so each component has a higher chemical potential than in an ideal solution of the same composition. With $RT=4.3235\ \mathrm{kJ/mol}$,
\begin{align}
G^E&=4.3235\,(0.7\times0.0648+0.3\times0.4508)=0.78\ \mathrm{kJ/mol},\\
\mu_B-\mu_B^\circ&=4.3235\,\ln0.4709=-3.26\ \mathrm{kJ/mol}.
\end{align}
The excess energy is positive, yet B still lowers its chemical potential by dissolving, because the ideal term $RT\ln x_B$ outweighs $RT\ln\gamma_B$.

The guess gives $\ln\gamma_B=0.4312$, only 0.0196 too low. This closeness is accidental. The correct expression minus the guess is
\begin{equation}
\frac{3b}{2}x_A^2-2b x_A^3=b x_A^2\left(\frac32-2x_A\right),
\end{equation}
which crosses zero at $x_A=0.75$, near the chosen composition. For dilute B the guess gives 1.00 instead of 0.80. The residual in Eq.~\eqref{eq:residual} is already $-0.1008$ at the chosen composition, so the pointwise condition exposes an error that the value itself nearly hides.

\section{Does the melt stay a single liquid?}

The integration assumes one phase along the whole path. Define the thermodynamic factor
\begin{equation}
\Phi=\frac{d\ln a_B}{d\ln x_B}=1+x_B\frac{d\ln\gamma_B}{dx_B}
=1-x_Ax_B(2a+3b x_B).
\end{equation}
To see its meaning, let $m=x_A\ln a_A+x_B\ln a_B$ be the Gibbs energy of mixing over $RT$. The Gibbs--Duhem equation gives $m'=\ln a_B-\ln a_A$, and also $d\ln a_A/dx_B=-(x_B/x_A)\,d\ln a_B/dx_B$. Therefore
\begin{equation}
m''=\left(1+\frac{x_B}{x_A}\right)\frac{d\ln a_B}{dx_B}=\frac{\Phi}{x_Ax_B}.
\end{equation}
A negative $\Phi$ means negative curvature, and the liquid is then unstable against separation into two liquids. Here $\Phi=0.67$ at $x_B=0.3$, and its smallest value is 0.54, at $x_B=0.577$. The curvature is positive throughout, so this model liquid does not demix at 520 K.

Crystallization is a separate matter. Let pure B melt at $T_m=600\ \mathrm K$ with fusion entropy $\Delta S=8\ \mathrm{J/(mol\,K)}$, both rough values, and neglect the difference in heat capacity between solid and liquid. The fusion enthalpy is then the constant $T_m\Delta S$, and at 520 K pure solid B lies below pure liquid B by $T_m\Delta S-T\Delta S$. The melt is saturated when its B has the chemical potential of the solid:
\begin{equation}
RT\ln a_B^{\mathrm{sat}}=-\Delta S\,(T_m-T)=-0.640\ \mathrm{kJ/mol}.
\end{equation}
This gives $a_B^{\mathrm{sat}}=0.862$, reached at $x_B=0.837$. The example, with $a_B=0.471$, is safely below saturation by pure solid B. This estimate assumes that solid B dissolves no A. Dissolved A lowers the chemical potential of B in the solid, so a solid solution saturates the melt at smaller $x_B$, and 0.837 is only an upper bound; in a real tin--lead melt, where the lead-rich solid dissolves tin and the mixing energy is larger, the boundary at this temperature lies much lower. The estimate also takes A to melt below 520 K, as tin does, so that pure solid A cannot form. At least between $x_B=0.837$ and pure B, the integration runs through supercooled liquid. Equation~\eqref{eq:result} remains valid on that metastable branch if Eq.~\eqref{eq:given} describes it, but the law there may have to be an extrapolation. If pure solid B were chosen as the reference instead, $\ln\gamma_B$ would rise by $-\ln0.8624=0.148$ at every composition. Tabulated activities must therefore be read with their reference state.

\section{How far the model can be trusted}

At the example composition, an error in the law at large $x_B$ matters more for B than for A. Add an assumed term $c x_B^4$ with $c=0.1$ to $\ln\gamma_A$. At $x_B=0.3$ it changes $\ln\gamma_A$ by only $0.1(0.3)^4=0.0008$. Its effect on B is
\begin{align}
\Delta\ln\gamma_B&=\int_0^{x_A}4c\,t(1-t)^2\,dt\nonumber\\
&=c\left(2x_A^2-\frac83x_A^3+x_A^4\right)=0.0305 .
\end{align}
The integrand is the slope of the extra term weighted by $x_A/x_B$. It vanishes at pure B and peaks at $x_B=2/3$, and three quarters of the integral comes from $x_B>0.5$, where the extra term rises much more steeply than at the working composition. A good fit to $\ln\gamma_A$ near the working composition does not by itself secure $\ln\gamma_B$ there.

A temperature near 520 K is typical, roughly, of the peak of a reflow cycle for tin-based solder, while the mixing energy of about 1 kJ/mol is an assumed scale, not a measured value. A real joint is not held at one temperature. If the composition and the energies $RTa$ and $RTb$ are held fixed while the melt becomes 20 K hotter, $\ln\gamma_B$ is multiplied by $520/540$ and falls by 0.017, about 4\% of its value. A pressure change of 0.1 MPa, with an assumed partial excess volume of $1\ \mathrm{cm^3/mol}$, shifts it by only $2.3\times10^{-5}$. Real solder also dissolves metal from the contact pads, forms intermetallic compounds and oxidizes. These processes add components or phases that a binary liquid law cannot describe, and the shifts calculated here do not bound their effect. The main computed values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Largest error, Gibbs-Duhem sum: 5.8e-09 (no unit)
Largest error, G^E derivative: 1.4e-08 (no unit)
Temperature T = 520 K
Constants a = 0.6, b = 0.4 (no unit)
Mole fractions x_A = 0.7, x_B = 0.3 (no unit)
Gas constant R = 8.3145 J/(mol K)
RT = 4.3235 kJ/mol
Coefficient a + 3b/2 = 1.20 (no unit)
Square term of ln gamma_B = 0.5880 (no unit)
Cubic term of ln gamma_B = -0.1372 (no unit)
ln gamma_A = 0.0648 (no unit)
ln gamma_B, formula = 0.4508 (no unit)
ln gamma_B, Gibbs-Duhem sum = 0.4508 (no unit)
gamma_A = 1.0669, gamma_B = 1.5696 (no unit)
Activity of A = 0.7469, of B = 0.4709 (no unit)
Excess Gibbs energy = 0.7808 kJ/mol
mu_B minus pure liquid B = -3.2564 kJ/mol
Dilute limit ln gamma_B = 0.80 (no unit)
Dilute limit ln gamma_A = 1.00 (no unit)
ln gamma_B from label swap = 0.4312 (no unit)
Gibbs-Duhem residual of swap = -0.1008 (no unit)
Smallest thermodynamic factor = 0.5381 (no unit)
  found at x_B = 0.577 (no unit)
Factor at example x_B = 0.6724 (no unit)
Rough melting point of B = 600 K
Rough fusion entropy of B = 8 J/(mol K)
Activity of B at saturation = 0.8624 (no unit)
x_B at saturation = 0.837 (no unit)
Temperature rise considered = 20 K
  shift of ln gamma_B = -0.0167 (no unit)
Quartic coefficient considered = 0.1 (no unit)
  shift of ln gamma_B = 0.0305 (no unit)
Pressure change considered = 0.1 MPa
Partial excess volume considered = 1 cm3/mol
  shift of ln gamma_B = 2.3e-05 (no unit)
\end{verbatim}
